Choosing displacement directions for force constants from finite displacements

A force constant is a force divided by a length. If the computed forces carry noise of size σ and an atom is displaced by a length r, the part of the error that this noise causes in a force constant recovered linearly from them must have the form

error = C σ/r,

where C is a pure number. It can depend on the number and directions of the displacements, on the symmetry of the displaced atom's site, and on the atom where the force is read. Of these, the number of displacements and their directions are ours to choose. The site symmetry decides how few displacements suffice and which directions make C small.

## What one run supplies

Let E be the energy of a periodic supercell. The force constants are

Φ_ik = ∂²E/∂u_i ∂u_k,

a 3×3 block for each pair of atoms. If atom k alone is displaced by u, and the reference forces vanish or have been subtracted, then to first order

F_i(u) = −Φ_ik u.

Let G be the group of crystal symmetries, compatible with the supercell, that leave atom k in place. It has |G| operations g, each with an orthogonal matrix R, and sends atom i to atom g(i). A supercell shape or an electronic state of lower symmetry than the crystal can make G smaller.

A symmetry operation applied to all displacements leaves E unchanged, so the forces turn with the displacements:

F_{g(i)}(Ru) = R F_i(u).

One run with u thus gives the forces for every rotated displacement Ru, including their nonlinear part. Inserting the linear law on both sides gives Φ_{g(i)k} R u = R Φ_ik u for every u, hence

Φ_{g(i)k} = R Φ_ik Rᵀ.

The same rule with g(k) in place of k carries the blocks to equivalent atoms. It is therefore enough to displace one representative of each inequivalent kind of atom.

## How many displacements are needed

The rotated copies of all chosen displacements must span three-dimensional space. Suppose they do not, and let Q project on the directions they miss. The span is carried into itself by G, so Q commutes with every R. Adding a multiple of Q to Φ_kk then respects the site symmetry and changes none of the forces. The data cannot determine that multiple. (The translational sum rule and relations between runs on different atoms are not used in this count.)

The number needed follows from how G divides space into irreducible subspaces.

If a one-dimensional irreducible representation (irrep) occurs m times, its copies fill an m-dimensional subspace. Every R acts there as +1 or −1, so one displacement and its rotated copies supply a single line of it. At least m displacements are needed.

If no irrep is repeated, one displacement u suffices, provided it has a nonzero part in each irrep. Suppose its copies missed some direction. The missed subspace is invariant, so it contains one of the irreducible subspaces, and u would have no part there, contrary to the assumption.

The number of displacements needed can be read from one number,

c = (1/|G|) Σ_R (tr R)².

Averaging R X Rᵀ over G projects a matrix X on the matrices that commute with G. The trace of this projection is c, so c is the number of independent commuting matrices. The possible divisions of space give:

- three equivalent lines: c = 9, three displacements;
- two equivalent lines and a different one: c = 4 + 1 = 5, two displacements;
- three different lines: c = 3, one displacement;
- a line and an irreducible plane: c = 2 or 3, one displacement;
- irreducible space: c = 1, one displacement.

In the fourth case the larger value occurs when G acts on the plane by pure rotations, since a quarter turn then commutes with them too.

A test over the 32 crystallographic point groups, randomly oriented, confirmed the count. C1 and Ci need three displacements, C2, Cs and C2h need two, and the other 27 need one.

## Recovering the block

Put all rotated displacements into the columns of a matrix U, and the corresponding rotated forces on atom i into the columns of P_i. The best Φ in the least-squares sense minimises ‖P_i + ΦU‖², where ‖ ‖ is the root of the sum of squared elements. Setting the derivative with respect to Φ to zero gives

(P_i + ΦU) Uᵀ = 0.

With S = U Uᵀ, which is invertible when U has rank 3,

Φ_ik = −P_i Uᵀ S⁻¹ = −P_i U⁺,

where U⁺ is the pseudoinverse.

The pseudoinverse also returns an answer when the rank is below 3. For harmonic forces P_i = −Φ_ik U, so the answer is Φ_ik U U⁺, the true block times the projector on the span. The missing force constants come back as zeros, without a warning. The rank of U must therefore be checked before the result is used. A direction that only nearly misses a subspace passes this check and returns noise divided by a tiny singular value, so the singular values themselves should be inspected.

## Which direction to choose

Rotating S by an element of G merely reorders the terms of its sum, so S commutes with G. When no irrep is repeated, each eigenspace of the symmetric matrix S is made of whole irreducible subspaces, and

S = Σ_α λ_α P_α,

where P_α projects on irrep α, of dimension d_α. Taking the trace of P_α S gives d_α λ_α on one side and |G| |P_α u|² on the other, because rotations preserve the length of P_α u. Hence

λ_α = |G| |P_α u|²/d_α.

The singular values of U are √λ_α. Its condition number κ is the largest divided by the smallest. It equals 1 when

|P_α u|² = r² d_α/3.

To construct such a displacement, average a generic symmetric matrix over G and take its three orthonormal eigenvectors e1, e2, e3. These axes are adapted to the irreps, and

u = r (e1 + e2 + e3)/√3

has the required weights.

For two displacements, let p and q be orthonormal axes in the repeated irrep and s the remaining axis. Take

u1 = r [√(2/3) p + √(1/3) s],
u2 = r [√(2/3) q + √(1/3) s].

The squared components along p, q and s each add up to 2r²/3. The mixed pq terms vanish, and symmetry removes those linking s to p or q. For three displacements, take three perpendicular ones. In every case, with n displacements,

S = (n|G|r²/3) × identity.

Two site types show what the choice means. At a cubic site space is irreducible, and every direction has κ = 1. At a site with one main axis and an irreducible plane, let u make an angle θ with the axis. The two eigenvalues are |G|r² cos²θ and |G|r² sin²θ/2. They are equal at tan²θ = 2. A displacement along the axis or perpendicular to it leaves one eigenvalue at zero, and one run then fails.

## How the condition number amplifies noise

Let every force component carry independent noise of zero mean and standard deviation σ. This excludes forces that were symmetrised after the calculation, and systematic errors shared by many atoms.

The error of a block is δΦ = −N U⁺, where N holds the rotated noise. Take first an atom i that every operation of G except the identity moves. Its columns in P_i come from different atoms or different runs, so their noise is independent, and rotation leaves its variance unchanged. Each of the three rows of N contributes equally:

⟨‖δΦ‖²⟩ = 3σ² tr(U⁺U⁺ᵀ) = 3σ² tr S⁻¹.

The part of this error for displacement along an eigenvector of S is 3σ²/λ. The noise is thus concentrated in the force constants for the weakly sampled direction.

The trace of S is fixed at n|G|r², since each column of U has length r. For three positive eigenvalues, (tr S)(tr S⁻¹) ≥ 9, with equality when they are equal. The smallest root-mean-square (rms) error is therefore reached at κ = 1:

rms_min = (σ/r) √(27/(n|G|)).

For another choice with the same n and r, the error is larger by

A = √(tr S · tr S⁻¹)/3.

Scale the eigenvalues of S to 1, m and κ², with m between the other two. Then

9A² = (1 + κ² + m)(1 + 1/κ² + 1/m)
= (κ + 1/κ)² + 1 + (1 + 1/κ²)m + (1 + κ²)/m.

As a function of m this is convex. Its minimum is at m = κ, where the last two terms add up to 2(κ + 1/κ). Its maximum is at either end, m = 1 or m = κ². This gives

(κ + 1/κ + 1)/3 ≤ A ≤ √(5 + 2κ² + 2/κ²)/3.

For large κ, A lies between about κ/3 and √2 κ/3. The condition number fixes the amplification up to a factor of about √2; the middle eigenvalue decides the rest.

A worst-case statement answers a different question. From ‖δΦ‖ ≤ ‖N‖/s_min and ‖P_i‖ ≤ s_max‖Φ_ik‖, with s_min and s_max the extreme singular values of U and P_i the noise-free forces,

‖δΦ‖/‖Φ_ik‖ ≤ κ ‖N‖/‖P_i‖.

Equality occurs when the true block responds to the best-sampled direction and the noise imitates a response to the worst-sampled one. Here κ multiplies a relative force error, whereas A compares average errors for two choices of direction.

## Atoms on symmetry elements

If some operations fix atom i, its columns reuse the same noise. Let H_i be the group of these operations. The noise in columns g and g′ of one run is shared when g′ = hg with h in H_i, and its average scalar product is σ² tr R_h. Write v_g = R_g u. For one run,

⟨‖δΦ‖²⟩ = σ² Σ_h tr(R_h) Σ_g v_gᵀ S⁻² R_h v_g.

The sum over g is tr(S⁻² R_h S). Since S commutes with R_h,

⟨‖δΦ‖²⟩ = σ² Σ_h tr(R_h) tr(S⁻¹R_h).

Several runs add to S and leave the formula unchanged. If H_i holds the identity alone, 3σ² tr S⁻¹ returns. For other atoms the best direction can differ somewhat from κ = 1, so the equal-weight rule is optimal for atoms in general positions, not for each atom separately.

## When to add the reversed displacement

The forces also contain terms of second order in u, which do not change sign with u. In the fit they are multiplied by v_gᵀ and summed over the orbit. If some operation turns u into −u, the orbit consists of opposite pairs and these terms cancel. The first surviving error comes from the cubic force and is of order r³ · r/r² = r². Without such an operation the error is in general of order r² · r/r² = r. The site groups D4, D6 and O are exceptions: the sum over their rotations cancels the second-order terms for every direction of u. At D2d, D3, D3h, T and Td sites the direction decides: a displacement perpendicular to a suitable twofold axis is turned into −u and can still have κ = 1. At a Td site [100] and [110] cancel the second-order terms and [111] does not.

A run with −u restores the cancellation for that displacement; at sites that need two or three displacements, each must be reversed. Reversed runs add nothing to the span, so they cannot repair a missing direction. Reversing every displacement doubles S, which lowers the noise error by a factor of √2.

The length r can be chosen from the same analysis. Let the truncation error be B rᵖ, with p = 1 or 2, and the rms noise error Cσ/r. For noise of zero mean the squares add:

error² = B² r²ᵖ + C²σ²/r².

Setting the derivative to zero gives

r^(2p+2) = C²σ²/(pB²).

A poor direction raises C, which at fixed B pushes the best r upwards. B depends on the directions too, since the nonlinear forces pass through the same U⁺, so both must be known for the directions actually used. B can be estimated by comparing noise-free, or well converged, results at two lengths.

## A worked crystal

Take a model tetragonal crystal AX₂ with a = 9.0 bohr and c = 6.0 bohr. A sits at (0,0,0) and (½,½,½). X sits at ±(x,x,0) and (½±x, ½∓x, ½), with x = 0.3. Its bonds are springs harmonic in the bond length, of strength 0.10 hartree/bohr² for A–X and 0.02 hartree/bohr² for X–X, cut off at 5.7 bohr. The forces vanish in the reference structure and are nonlinear in the displacements. The supercell has 48 atoms.

The A site has 8 operations and the X site 4. Both have c = 3, so each needs one displacement. Two runs replace the 6 × 3 = 18 of a calculation that displaces each atom of the primitive cell along each axis.

The A site contains inversion. Halving r from 0.02 bohr reduces its error by 4.000, the mark of an r² law. For X the factor is 2.000 with one run and 4.00 with a reversed run added. The largest error of any force constant in the crystal is 5.4×10⁻⁴ hartree/bohr² with two runs and 2.5×10⁻⁶ with three. These figures are for noise-free forces at r = 0.02 bohr. With noisy forces the third run removes the order-r error, but the total error falls only to the noise level.

The adapted axes at X, at (x,x,0), are e1 along [110], e2 along [1−10] and e3 along c. A displacement along the lattice vector a has no e3 part, and U has rank 2. The on-site constant for motion along c then comes back as zero, while its true value is 0.164 hartree/bohr².

Now displace X along e1 + e2 + ε e3, with r = 0.02 bohr and σ = 2×10⁻⁶ hartree/bohr, so σ/r = 10⁻⁴ hartree/bohr². The eigenvalues of S are in the ratio 1 : 1 : ε², so κ = 1/ε. Two of them share the largest value, which is the case m = κ², and A takes its upper bound:

A = √[(2 + ε²)(2 + 1/ε²)]/3.

For an X neighbour in a general position, 5.48 bohr away, the optimum is √(27/4) × 10⁻⁴ = 2.60×10⁻⁴ hartree/bohr². At ε = 0.1,

A = √(2.01 × 102)/3 = 4.77,

and the error is 4.77 × 2.60×10⁻⁴ = 12.4×10⁻⁴ hartree/bohr². Sampling with 4000 noise sets gave 12.5×10⁻⁴.

The true block has norm 0.020 hartree/bohr². Its relative rms error is 1.3 % at κ = 1 and 12.3 % at κ = 20, or 0.025 and 0.24 eV/Å². At κ = 20, A = 9.46; averaging the noise back to the optimum would take A², about 90, repetitions with independent noise. Changing the direction costs no extra run.

The on-site block shows the effect of reused noise. For κ = 1, S⁻¹ is 3/(4r²) times the identity. The squared traces of the four operations sum to 9 + 1 + 1 + 1 = 12. The mean square error is 12 × 3σ²/(4r²) = 9σ²/r², so the rms error is 3.00×10⁻⁴ hartree/bohr², somewhat above the value for the general neighbour.

## What must still be imposed

Blocks recovered from noisy forces obey the site symmetry, because the fit treats all rotated copies alike. They need not obey the translational sum rule Σ_i Φ_ik = 0. The error of this sum behaves like an on-site error with σ replaced by σ√48, the noise of the total force. Its rms size is √48 × 3.00×10⁻⁴ = 2.1×10⁻³ hartree/bohr²; one noisy run gave 1.7×10⁻³. Subtracting the mean force over all atoms from each run removes the violation, since the fit is linear. It does not ensure Φ_ik = Φ_kiᵀ. Averaging the full matrix with its transpose does, but it can bring the violation back, because the sums over k need not vanish. Subtracting from every block the mean over i, and then from the result the mean over k, restores the sum rule and keeps the matrix symmetric.

In practice, find G for each inequivalent atom and compute c. Build the displacements from the adapted axes and check that U has rank 3 and κ near 1. Where the site allows it, choose a direction that symmetry maps to −u. Add a reversed run for each displacement whose orbit does not already cancel the second-order terms, and then choose r. The numerical output lists the values for this crystal.

Table of computed values

```
POINT GROUPS
three displacements: C1, Ci
two displacements: C2, Cs, C2h
one displacement: number of groups = 27
MODEL CRYSTAL AX2
a = 9.0 bohr, c = 6.0 bohr, x = 0.3
A-X spring = 0.10 hartree/bohr^2
X-X spring = 0.02 hartree/bohr^2
spring cutoff = 5.7 bohr
atoms in 2x2x2 supercell = 48
A site: operations = 8, c = 3, displacements = 1
X site: operations = 4, c = 3, displacements = 1
runs without symmetry, primitive cell = 18
displacement length r = 0.02 bohr
TRUNCATION: error at r divided by error at r/2
A, one run: 4.000
X, one run: 2.000
X, with reversed run: 4.001
largest error of any force constant, hartree/bohr^2
two runs: 5.44e-04
three runs: 2.48e-06
DISPLACEMENT OF X ALONG a ONLY
rank of U = 2
true on-site cc constant = 0.16418 hartree/bohr^2
returned cc constant = 0.00000 hartree/bohr^2
NOISE, X DISPLACED ALONG e1 + e2 + eps*e3
sigma = 2.0e-06 hartree/bohr
separation of general X neighbour = 5.483 bohr
norm of its true block = 0.02000 hartree/bohr^2
rms errors below in 1e-4 hartree/bohr^2
eps   kappa   low A   A       high A  predicted sampled
1.00   1.000   1.000   1.000   1.000    2.598    2.607
0.50   2.000   1.167   1.225   1.225    3.182    3.146
0.20   5.000   2.067   2.474   2.474    6.427    6.387
0.10  10.000   3.700   4.773   4.773   12.400   12.507
0.05  20.000   7.017   9.458   9.458   24.571   24.737
relative rms error, eps = 1: 1.30 %
relative rms error, eps = 0.05: 12.29 %
on-site rms error, eps = 1: 3.000 e-4 hartree/bohr^2
general rms error, eps = 1: 0.02525 eV/angstrom^2
general rms error, eps = 0.05: 0.23877 eV/angstrom^2
worst-case factor attained, eps = 0.1: 10.000
sum-rule violation, one noisy run: 1.65e-03 hartree/bohr^2
```
